# How much of a buffer charge sheet images in the channel: a program that tests the result

```python
# Result under test: a charge sheet q at depth d in an insulating buffer of
# thickness L, between a channel (z=0) and a substrate (z=L) held at fixed
# potentials, changes the channel charge by -q*(1 - d/L).
# Trapped electrons of density N_t (q = -e*N_t) so remove N_t*(1 - d/L)
# electrons from the channel, as long as the channel is not emptied.
# Internal units: cm, V, C, s; charges are per cm^2. Material data are rough.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

E = const.e
EPS0 = const.epsilon_0 / 100          # F/cm
NM = 1e-7                             # cm
KB_EV = const.k / const.e             # eV/K

thickness, depth, step = 4000 * NM, 300 * NM, 50 * NM
eps_r = 10.0
n0, n_trap = 8e12, 5e11               # cm^-2
barrier = 20 * NM
mass = 0.2                            # electron mass ratio
stripe_nm = 3000.0
resistivity, activation = 1e13, 0.9   # ohm cm at 300 K, eV
t_cold, t_hot, t_read = 300.0, 423.0, 1e-5
critical_field, escape_ev = 3.0, 2.5  # MV/cm, eV

cells = round(thickness / step)
nodes = step * np.arange(1, cells)    # interior nodes
uniform = np.full(cells, eps_r)


def poisson(eps_cells, charge, v_channel=0.0, v_substrate=0.0):
    """Potential at all nodes and the charges on channel and substrate."""
    c = eps_cells * EPS0 / step
    matrix = (np.diag(c[:-1] + c[1:]) - np.diag(c[1:-1], 1)
              - np.diag(c[1:-1], -1))
    rhs = charge.copy()
    rhs[0] += c[0] * v_channel
    rhs[-1] += c[-1] * v_substrate
    phi = np.concatenate(([v_channel], np.linalg.solve(matrix, rhs),
                          [v_substrate]))
    return phi, c[0] * (phi[0] - phi[1]), c[-1] * (phi[-1] - phi[-2])


def sheet(density, z):
    charge = np.zeros(cells - 1)
    charge[round(z / step) - 1] = -E * density
    return charge


# Fraction at every depth, and charge sharing with the substrate
for z in nodes:
    _, q_ch, q_sub = poisson(uniform, sheet(n_trap, z))
    assert abs(q_ch / (E * n_trap) - (1 - z / thickness)) < 1e-9
    assert abs(q_sub / (E * n_trap) - z / thickness) < 1e-9

fraction = 1 - depth / thickness
loss = fraction * n_trap
trapped = sheet(n_trap, depth)
phi, q_ch, q_sub = poisson(uniform, trapped)
assert q_ch > 0                       # electrons leave the channel
assert poisson(uniform, -trapped)[1] < 0

# Fields and sheet potential
field_top = E * n_trap * fraction / (eps_r * EPS0)
field_bottom = E * n_trap * (depth / thickness) / (eps_r * EPS0)
v_sheet = -field_top * depth
k_sheet = round(depth / step)
assert abs(phi[k_sheet] / v_sheet - 1) < 1e-9
assert abs((phi[0] - phi[1]) / step / field_top - 1) < 1e-9
assert abs((phi[-1] - phi[-2]) / step / field_bottom - 1) < 1e-9

# A fixed substrate bias does not alter the change in channel charge
biased = poisson(uniform, trapped, 0.0, -50.0)[1]
empty = poisson(uniform, 0 * trapped, 0.0, -50.0)[1]
assert abs((biased - empty) / q_ch - 1) < 1e-8

# Spread charge: only the mean depth matters
tail = np.where(nodes > depth - step / 2, np.exp(-nodes / (600 * NM)), 0.0)
tail_fraction = poisson(uniform, -E * tail)[1] / (E * tail.sum())
assert abs(tail_fraction - 1 + np.average(nodes, weights=tail)
           / thickness) < 1e-9
spread = 1000 * NM
inside = (nodes > depth - step / 2) & (nodes < depth + spread + step / 2)
slab = inside.astype(float)
edges = np.flatnonzero(inside)[[0, -1]]
slab[edges] = 0.5                     # half cells at the two faces
fraction_spread = 1 - (depth + spread / 2) / thickness
slab_fraction = poisson(uniform, -E * slab)[1] / (E * slab.sum())
assert abs(slab_fraction - fraction_spread) < 1e-9

# Layered buffer: lengths are weighted by 1/permittivity
bottom, eps_bottom = 1000 * NM, 9.0
layered = uniform.copy()
layered[cells - round(bottom / step):] = eps_bottom
below = (thickness - bottom - depth) / eps_r + bottom / eps_bottom
fraction_layered = below / (below + depth / eps_r)
layered_numeric = poisson(layered, trapped)[1] / (E * n_trap)
assert abs(layered_numeric - fraction_layered) < 1e-9

# Stripe of trapped charge: Fourier integral against image charges (in um)
L_um, d_um, w_um = thickness * 1e4, depth * 1e4, stripe_nm / 1000


def mode(k):
    return (np.sin(k * w_um / 2) / k * np.sinh(k * (L_um - d_um))
            / np.sinh(k * L_um))


fraction_stripe = 2 / np.pi * quad(mode, 0, 120, limit=500)[0]


def image_sum(x):
    def seen(z):
        return (np.arctan((x + w_um / 2) / z)
                - np.arctan((x - w_um / 2) / z)) / np.pi
    total = seen(d_um)
    for m in range(1, 2001):
        total = total + seen(2 * m * L_um + d_um) - seen(2 * m * L_um - d_um)
    return total


assert abs(image_sum(0.0) - fraction_stripe) < 2e-5
x_grid = np.linspace(-30, 30, 3001)
stripe_total = np.sum(image_sum(x_grid)) * (x_grid[1] - x_grid[0]) / w_um
assert abs(stripe_total - fraction) < 1e-3   # truncated image series

# Channel with a finite density of states, with or without a gate above it
dos = mass * const.m_e / (np.pi * const.hbar**2) * E * 1e-4   # 1/(eV cm^2)
c_gate = eps_r * EPS0 / barrier
c_buffer = eps_r * EPS0 / thickness


def quantum_capacitance(temp):
    return E * dos * (1 - np.exp(-n0 / (dos * KB_EV * temp)))


def electrons_left(density, c_top, temp):
    kt = KB_EV * temp
    fermi = kt * np.log(np.expm1(n0 / (dos * kt)))
    charge = sheet(density, depth)

    def n_of(v):
        return dos * kt * np.logaddexp(0, (fermi + v) / kt)

    def balance(v):
        return (-E * (n_of(v) - n0) - c_top * v
                - poisson(uniform, charge, v, 0.0)[1])
    return n_of(brentq(balance, -60, 5))


share = {}
for temp in (t_cold, t_hot):
    for name, c_top in (("gated", c_gate), ("ungated", 0.0)):
        cq = quantum_capacitance(temp)
        formula = fraction * cq / (cq + c_top + c_buffer)
        full = (n0 - electrons_left(n_trap, c_top, temp)) / n_trap
        assert abs(full / formula - 1) < 1e-3   # linear response
        share[name, temp] = formula

# Too much trapped charge empties the channel and the simple law ends
overload = 2e13
left = electrons_left(overload, c_gate, t_cold)
assert fraction * overload > n0 and left < 1e-3 * n0

# Ohmic buffer: sheet and image decay with permittivity times resistivity
tau_cold = eps_r * EPS0 * resistivity
tau_hot = tau_cold * np.exp(activation / KB_EV * (1 / t_hot - 1 / t_cold))
charge = trapped.copy()
n_steps = 1000
for _ in range(n_steps):
    potential = poisson(uniform, charge)[0]
    current = -np.diff(potential) / step / resistivity
    charge = charge - np.diff(current) * tau_cold / n_steps
assert abs(poisson(uniform, charge)[1] / q_ch * np.e - 1) < 1e-3
decay_cold = -np.expm1(-t_read / tau_cold)
decay_hot = -np.expm1(-t_read / tau_hot)

# Tunnelling out of the trap through a triangular barrier
m_kg, f_si = mass * const.m_e, field_top * 100
wkb = 4 * np.sqrt(2 * m_kg) * (escape_ev * E)**1.5 / (3 * const.hbar * E * f_si)
path_nm = escape_ev / field_top / NM


def decay_rate(x_nm):
    gap = max(escape_ev - f_si * x_nm * 1e-9, 0.0)
    return 2 * np.sqrt(2 * m_kg * E * gap) / const.hbar * 1e-9


assert abs(quad(decay_rate, 0, path_nm)[0] / wkb - 1) < 1e-6

ratio = n0 / (n0 - loss)
print("INPUTS (rough typical values)")
print(f"buffer thickness L: {thickness/NM:.0f} nm")
print(f"sheet depth d: {depth/NM:.0f} nm")
print(f"relative permittivity: {eps_r:.1f}")
print(f"channel electrons n0: {n0:.2e} cm^-2")
print(f"excess trapped electrons N_t: {n_trap:.2e} cm^-2")
print("MAIN RESULTS")
print(f"channel fraction f: {fraction:.4f}")
print(f"channel fraction from Poisson solution: {q_ch/(E*n_trap):.4f}")
print(f"substrate fraction: {depth/thickness:.4f}")
print(f"channel electrons lost: {loss:.3e} cm^-2")
print(f"same as charge: {loss*E*1e6:.4f} uC/cm2")
print(f"share of n0 lost: {100*loss/n0:.2f} %")
print(f"resistance rise, fixed mobility: {100*(ratio-1):.2f} %")
print(f"field size above sheet: {field_top/1e6:.4f} MV/cm")
print(f"field size below sheet: {field_bottom/1e6:.4f} MV/cm")
print(f"potential of sheet: {v_sheet:.3f} V")
print("NEGLECTED EFFECTS")
print(f"trap layer thickness if spread down from d: {spread/NM:.0f} nm")
print(f"f for that spread layer: {fraction_spread:.4f}")
print(f"stripe width: {stripe_nm:.0f} nm")
print(f"local f at stripe centre: {fraction_stripe:.4f}")
print(f"total f of stripe, image sum: {stripe_total:.4f}")
print(f"bottom layer: {bottom/NM:.0f} nm, permittivity {eps_bottom:.1f}")
print(f"f with that bottom layer: {fraction_layered:.4f}")
print(f"electron mass ratio: {mass:.2f}")
print(f"density of states: {dos:.3e} eV^-1 cm^-2")
print(f"gate barrier thickness: {barrier/NM:.0f} nm")
print(f"gate capacitance: {c_gate*1e6:.4f} uF/cm2")
print(f"buffer capacitance: {c_buffer*1e6:.5f} uF/cm2")
for temp in (t_cold, t_hot):
    print(f"quantum capacitance at {temp:.0f} K: "
          f"{quantum_capacitance(temp)*1e6:.3f} uF/cm2")
    print(f"f_eff at {temp:.0f} K: ungated {share['ungated', temp]:.4f}, "
          f"gated {share['gated', temp]:.4f}")
print(f"overload N_t: {overload:.1e} cm^-2, f*N_t: "
      f"{fraction*overload:.2e} cm^-2")
print(f"share of n0 left under overload: {left/n0:.1e}")
for p in (-0.5, 0.5):
    print(f"resistance rise if mobility ~ n^({p:+.1f}): "
          f"{100*(ratio**(1+p)-1):.2f} %")
print(f"buffer resistivity at 300 K: {resistivity:.1e} ohm cm")
print(f"its activation energy: {activation:.2f} eV")
print(f"decay time at {t_cold:.0f} K: {tau_cold:.2f} s")
print(f"decay time at {t_hot:.0f} K: {tau_hot*1e3:.3f} ms")
print(f"reading time after stress: {t_read*1e6:.0f} us")
print(f"trapped charge gone by then, {t_cold:.0f} K: {100*decay_cold:.1e} %")
print(f"trapped charge gone by then, {t_hot:.0f} K: {100*decay_hot:.2f} %")
print(f"breakdown field: {critical_field:.1f} MV/cm")
print(f"field above sheet / breakdown: {field_top/1e6/critical_field:.4f}")
print(f"trap depth below conduction band: {escape_ev:.2f} eV")
print(f"tunnelling path: {path_nm:.1f} nm")
print(f"tunnelling exponent: {wkb:.0f}")
print("done: every assertion held")
```

It prints:

```
INPUTS (rough typical values)
buffer thickness L: 4000 nm
sheet depth d: 300 nm
relative permittivity: 10.0
channel electrons n0: 8.00e+12 cm^-2
excess trapped electrons N_t: 5.00e+11 cm^-2
MAIN RESULTS
channel fraction f: 0.9250
channel fraction from Poisson solution: 0.9250
substrate fraction: 0.0750
channel electrons lost: 4.625e+11 cm^-2
same as charge: 0.0741 uC/cm2
share of n0 lost: 5.78 %
resistance rise, fixed mobility: 6.14 %
field size above sheet: 0.0837 MV/cm
field size below sheet: 0.0068 MV/cm
potential of sheet: -2.511 V
NEGLECTED EFFECTS
trap layer thickness if spread down from d: 1000 nm
f for that spread layer: 0.8000
stripe width: 3000 nm
local f at stripe centre: 0.8599
total f of stripe, image sum: 0.9251
bottom layer: 1000 nm, permittivity 9.0
f with that bottom layer: 0.9270
electron mass ratio: 0.20
density of states: 8.355e+13 eV^-1 cm^-2
gate barrier thickness: 20 nm
gate capacitance: 0.4427 uF/cm2
buffer capacitance: 0.00221 uF/cm2
quantum capacitance at 300 K: 13.056 uF/cm2
f_eff at 300 K: ungated 0.9248, gated 0.8945
quantum capacitance at 423 K: 12.418 uF/cm2
f_eff at 423 K: ungated 0.9248, gated 0.8930
overload N_t: 2.0e+13 cm^-2, f*N_t: 1.85e+13 cm^-2
share of n0 left under overload: 3.2e-63
resistance rise if mobility ~ n^(-0.5): 3.02 %
resistance rise if mobility ~ n^(+0.5): 9.34 %
buffer resistivity at 300 K: 1.0e+13 ohm cm
its activation energy: 0.90 eV
decay time at 300 K: 8.85 s
decay time at 423 K: 0.355 ms
reading time after stress: 10 us
trapped charge gone by then, 300 K: 1.1e-04 %
trapped charge gone by then, 423 K: 2.77 %
breakdown field: 3.0 MV/cm
field above sheet / breakdown: 0.0279
trap depth below conduction band: 2.50 eV
tunnelling path: 298.7 nm
tunnelling exponent: 1443
done: every assertion held
```
